# Spin-orbit constant and magnetic two-electron operators of an f shell, part 1

(Sections cited here and not found follow in the later parts.)

**The Blume-Watson spin-orbit constant and the Marvin-integral operators of an f shell**

An atom or ion has closed shells \(c = n'l'\) and one open shell \(a = nl\), \(l \ge 1\), holding \(N\) electrons. Atomic units are used, \(\alpha\) is the fine-structure constant, the nucleus is a point charge \(Z\), and the electron spin \(g\)-factor is 2. Every orbital of a shell has the same real radial function \(R(r) = P(r)/r\), \(\int P^2dr = 1\), for all \(m\) and both spins. The spin-dependent part of the Breit-Pauli Hamiltonian is taken as the starting point and is treated to first order inside this one configuration. With \(g = 1/r_{12}\), \(\mathbf r_{12} = \mathbf r_1 - \mathbf r_2\), \(\mathbf p = -i\nabla\) and \(\mathbf l = \mathbf r\times\mathbf p\), it has three pieces:

\[ H_{\rm nuc} = \frac{\alpha^2}{2} Z\sum_i \frac{\mathbf l_i\cdot\mathbf s_i}{r_i^3}, \]

\[ h_{12} = \frac{\alpha^2}{2}\big[\mathbf A_1\cdot(\mathbf s_1+2\mathbf s_2) + \mathbf A_2\cdot(\mathbf s_2+2\mathbf s_1)\big], \qquad \mathbf A_1 = \nabla_1 g\times\mathbf p_1 = -\frac{\mathbf r_{12}\times\mathbf p_1}{r_{12}^3}, \]

\[ h^{ss}_{12} = \alpha^2\left[\frac{\mathbf s_1\cdot\mathbf s_2}{r_{12}^3} - \frac{3(\mathbf s_1\cdot\mathbf r_{12})(\mathbf s_2\cdot\mathbf r_{12})}{r_{12}^5}\right], \]

the last two summed over pairs. The term \(\mathbf A_1\cdot\mathbf s_1\) has the same form \((\alpha^2/2)\nabla V\times\mathbf p\cdot\mathbf s\) as \(H_{\rm nuc}\), with \(V = g\) in place of \(-Z/r\). The term \(2\mathbf A_1\cdot\mathbf s_2\) is the energy of the spin moment of electron 2 in the magnetic field of the moving electron 1 (spin-other-orbit); it is twice as large because it carries no Thomas factor. The singularity of \(h^{ss}_{12}\) is defined by cutting out a small sphere about \(r_{12} = 0\). The spin-spin contact term and the orbit-orbit term are scalars in spin space and in orbital space separately; they move whole terms without splitting them and are left out.

The notation is \(\Lambda_x = x(x+1)\), \(\omega = \hat{\mathbf r}_1\cdot\hat{\mathbf r}_2\), \(C^k_q = \sqrt{4\pi/(2k+1)}\,Y_{kq}\), and

\[ g = \sum_k g_k P_k(\omega), \qquad g_k = \frac{r_<^k}{r_>^{k+1}}, \qquad P_k(\omega) = \sum_q(-1)^q C^k_q(1)\,C^k_{-q}(2). \]

The squared symbol \(w(a,b,c) = (a\,b\,c;0\,0\,0)^2\) is defined by \(\int_{-1}^1 P_aP_bP_c\,d\omega = 2w(a,b,c)\). It vanishes unless \(a+b+c = 2\sigma\) is even and \(a,b,c\) form a triangle, and then equals \(\frac{(2\sigma-2a)!(2\sigma-2b)!(2\sigma-2c)!}{(2\sigma+1)!}\big[\frac{\sigma!}{(\sigma-a)!(\sigma-b)!(\sigma-c)!}\big]^2\). The Marvin integrals are

\[ M^k(a,c) = \frac{\alpha^2}{4}\iint_{r_1>r_2} P_a^2(r_1)\,\frac{r_2^k}{r_1^{k+3}}\,P_c^2(r_2)\,dr_1dr_2, \qquad M^k \equiv M^k(a,a). \]

The numerical check checks the formulas against analytic Gaussian integrals and supplies the numbers of parts (g) to (i).

**(a)** Reduce the action of \(h_{12}\) between one closed shell and the open shell to a one-electron operator, carrying out the spin sums.

*Solution.* All determinants of the configuration contain the same closed shells. By the Slater-Condon rules, the pairs with one electron in the closed shell \(c\) and one in the open shell contribute the one-electron operator

\[ \langle a|h_c|b\rangle = \sum_c\big[\langle ac|h_{12}|bc\rangle - \langle ac|h_{12}|cb\rangle\big], \]

where \(a,b\) are open-shell spin orbitals and \(c\) runs over the \(4l'+2\) closed-shell spin orbitals. Inside the configuration this is exact. Pairs with both electrons in closed shells give the expectation value of a spin vector in a state with \(S=0\), which is zero.

For spatial orbitals define \((pq|\mathbf A|rs) = \iint p^*(1)\,r^*(2)\,\mathbf A_1\,q(1)\,s(2)\). Two properties of \(\mathbf A_1\) are needed. It is Hermitian: its components are \(\epsilon_{ijk}(\partial_jg)p_k\), the adjoint is \(\epsilon_{ijk}p_k(\partial_jg)\), and the difference \(-i\epsilon_{ijk}\partial_k\partial_jg\) vanishes because the second derivative is symmetric. It is also \(-i\) times a real operator. Between real functions of electron 1 its matrix is therefore imaginary and Hermitian, hence antisymmetric, so \((cc|\mathbf A|ab) = 0\) for real \(c\). A sum over a full shell may be taken over real orbitals, since it does not depend on the basis.

In the direct element the spin \(\sigma_c\) of electron 2 is summed. The sum of \(\langle\sigma_c|\sigma_c\rangle\) is 2 and the sum of \(\langle\sigma_c|\mathbf s|\sigma_c\rangle\) is 0, so the \(\mathbf A_1\) term gives \(2(ab|\mathbf A|cc)\cdot\mathbf s\), with \(\mathbf s\) standing for \(\langle\sigma_a|\mathbf s|\sigma_b\rangle\). The \(\mathbf A_2\) term is proportional to \((cc|\mathbf A|ab)\) and vanishes.

In the exchange element electron 1 goes from \(c\) to \(a\) and electron 2 from \(b\) to \(c\). The spin factor of \(\mathbf A_1\) is

\[ \sum_{\sigma_c}\big[\langle\sigma_a|\mathbf s|\sigma_c\rangle\langle\sigma_c|\sigma_b\rangle + 2\langle\sigma_a|\sigma_c\rangle\langle\sigma_c|\mathbf s|\sigma_b\rangle\big] = 3\langle\sigma_a|\mathbf s|\sigma_b\rangle \]

by completeness, and its spatial factor is \((ac|\mathbf A|cb)\). The \(\mathbf A_2\) term has the spin weights 1 and 2 interchanged, again summing to 3, and the spatial factor \((cb|\mathbf A|ac)\). With \(c\) now running over the \(2l'+1\) spatial orbitals,

\[ \langle a|h_c|b\rangle = \frac{\alpha^2}{2}\,\mathbf s\cdot\sum_c\big[2(ab|\mathbf A|cc) - 3(ac|\mathbf A|cb) - 3(cb|\mathbf A|ac)\big]. \]

Let \(\mathbf X_{ab} = \sum_c(ac|\mathbf A|cb)\). Then \(\mathbf X_{ba}^* = \sum_c(bc|\mathbf A|ca)^*\), and Hermiticity of \(\mathbf A_1\) at fixed \(\mathbf r_2\) turns this into \(\sum_c\iint c^*(1)\,a^*(2)\,\mathbf A_1 b(1)\,c(2) = \sum_c(cb|\mathbf A|ac)\). The exchange part is thus \(-3(\mathbf X+\mathbf X^\dagger)\). The spin-other-orbit term drops out of the direct part, because a closed shell has neither spin nor current density, but it supplies two of the three units of the exchange weight. Nothing above required \(c\) to differ from the shell of \(a\) and \(b\), which part (e) uses.

**(b)** Evaluate the nuclear and direct contributions to the coefficient \(\zeta\) of \(\mathbf l\cdot\mathbf s\), and find the limit of a very compact closed shell.

*Solution.* The nuclear term factorizes into a radial average and \(\mathbf l\cdot\mathbf s\), so \(\zeta_{\rm nuc} = (\alpha^2/2)Z\langle r^{-3}\rangle\), where \(\langle\cdot\rangle = \int P_a^2(\cdot)\,dr\). The average converges for \(l\ge1\) because \(P_a^2\sim r^{2l+2}\).

For the direct term, \(\sum_c(ab|\mathbf A|cc) = \langle a|\nabla V_c\times\mathbf p|b\rangle\) with \(V_c(\mathbf r_1) = \sum_c\int g|c(2)|^2d^3r_2\). Since \(\sum_m|Y_{l'm}|^2 = (2l'+1)/4\pi\), only \(k=0\) survives the angular integral:

\[ V_c(r) = (2l'+1)\left[\frac1r\int_0^rP_c^2ds + \int_r^\infty\frac{P_c^2}{s}ds\right], \qquad V_c' = -\frac{2l'+1}{r^2}\int_0^rP_c^2ds, \]

the two terms from differentiating the limits having cancelled. For spherical \(V_c\), \(\nabla V_c\times\mathbf p = (V_c'/r)\,\mathbf l\). Therefore

\[ \zeta_{\rm dir}(c) = \frac{\alpha^2}{2}\cdot2\left\langle\frac{V_c'}{r}\right\rangle = -\alpha^2(2l'+1)\int\frac{P_a^2}{r^3}\int_0^rP_c^2\,ds\,dr = -2(4l'+2)\,M^0(a,c). \]

If all the charge of the shell lies at radii smaller than those where \(P_a^2/r^3\) is appreciable, the inner integral is 1 wherever the weight counts, \(M^0\to(\alpha^2/4)\langle r^{-3}\rangle\), and \(Z\) is replaced by \(Z-(4l'+2)\). A shell wholly outside contributes nothing. The direct term is never positive, and \(\zeta_{\rm nuc}+\sum_c\zeta_{\rm dir}\) is the central-field value \((\alpha^2/2)\langle V'/r\rangle\) for the Hartree potential of nucleus and core.

**(c)** Show that the exchange operator is proportional to \(\mathbf l\) and reduce its coefficient to radial integrals.

*Solution.* \(\mathbf X\) is an integral operator, \((\mathbf Xb)(1) = \int\mathbf X(1,2)\,b(2)\,d^3r_2\), with kernel \(\mathbf X(1,2) = -i\nabla_1g\times\nabla_1\gamma\), where the addition theorem gives

\[ \gamma(1,2) = \sum_cc(1)c^*(2) = R_c(r_1)R_c(r_2)\,\frac{2l'+1}{4\pi}P_{l'}(\omega). \]

Both \(g\) and \(\gamma\) depend only on \(r_1,r_2,\omega\). From \(\omega = \mathbf r_1\cdot\hat{\mathbf r}_2/r_1\) follows \(\nabla_1\omega = \mathbf t = (\hat{\mathbf r}_2-\omega\hat{\mathbf r}_1)/r_1\), so any such function has \(\nabla_1f = \hat{\mathbf r}_1f_r+\mathbf tf_\omega\), the subscript \(r\) meaning \(\partial/\partial r_1\). In the cross product the terms \(\hat{\mathbf r}_1\times\hat{\mathbf r}_1\) and \(\mathbf t\times\mathbf t\) vanish and \(\hat{\mathbf r}_1\times\mathbf t = \hat{\mathbf r}_1\times\hat{\mathbf r}_2/r_1\):

\[ \mathbf X(1,2) = -i\,(\hat{\mathbf r}_1\times\hat{\mathbf r}_2)\,\frac{g_r\gamma_\omega-g_\omega\gamma_r}{r_1}. \]

For any \(F(r_1,r_2,\omega)\), \(\mathbf l_1F = -i\,\mathbf r_1\times\mathbf t\,F_\omega = -i(\hat{\mathbf r}_1\times\hat{\mathbf r}_2)F_\omega\). Hence \(\mathbf X(1,2) = \mathbf l_1F\) with \(F_\omega = (g_r\gamma_\omega-g_\omega\gamma_r)/r_1\); the integration constant in \(F\) is independent of angles and is annihilated by \(\mathbf l_1\).

Expand \(F = \sum_LF_L\frac{2L+1}{4\pi}P_L(\omega) = \sum_{LM}F_LY_{LM}(1)Y^*_{LM}(2)\), with \(F_L = 2\pi\int FP_L\,d\omega\). Acting on \(b = R_aY_{lm}\), the angular integral over electron 2 selects \(F_lY_{lm}(1)\). So \(\mathbf X = x\,\mathbf l\) with \(x = \iint R_a(r_1)R_a(r_2)F_l\,r_1^2r_2^2\,dr_1dr_2\). This is real, so \(\mathbf X^\dagger = \mathbf X\) and \(\zeta_{\rm ex}(c) = (\alpha^2/2)(-3)(2x) = -3\alpha^2x\).

Only \(F_\omega\) is known, so the projection is rewritten. With \(\mathcal Df = [(1-\omega^2)f']'\), Legendre's equation is \(\mathcal DP_l = -\Lambda_lP_l\), and partial integration, whose boundary term vanishes with \(1-\omega^2\), gives

\[ \int FP_l\,d\omega = \frac1{\Lambda_l}\int F_\omega\,(1-\omega^2)P_l'\,d\omega. \]

The angular integrals that arise follow from \(\mathcal D(P_aP_b) = P_a\mathcal DP_b+P_b\mathcal DP_a+2(1-\omega^2)P_a'P_b'\). Multiplying by \(P_c\), integrating, and moving \(\mathcal D\) onto \(P_c\) on the left by two partial integrations gives \(-2\Lambda_cw = -2(\Lambda_a+\Lambda_b)w+2\int(1-\omega^2)P_a'P_b'P_c\), that is

\[ \int_{-1}^1(1-\omega^2)P_a'P_b'P_c\,d\omega = (\Lambda_a+\Lambda_b-\Lambda_c)\,w(a,b,c). \]

Now insert the expansions,

\[ F_\omega = \frac{2l'+1}{4\pi r_1}\sum_k\big[(\partial_{r_1}g_k)R_c(r_1)R_c(r_2)\,P_kP'_{l'} - g_kR_c'(r_1)R_c(r_2)\,P_k'P_{l'}\big]. \]

The function \(g_k\) is continuous at \(r_1=r_2\), so its first derivative has a step but no delta function. With \(w_k = w(l,k,l')\), \(a_k = \Lambda_l+\Lambda_{l'}-\Lambda_k\) and \(b_k = \Lambda_l+\Lambda_k-\Lambda_{l'}\), the first term projects to \(a_kw_k\) and the second to \(b_kw_k\). Put \(\rho = P_aP_c\) and \(v_k(r_1) = \int g_k\rho(r_2)\,dr_2\), and use \(rR_c' = P_c'-P_c/r\). Then

\[ x = \frac{2l'+1}{2\Lambda_l}\sum_kw_k\,(a_kA_k-b_kB_k), \qquad A_k = \int\rho\,\frac{v_k'}{r}\,dr, \qquad B_k = \int\left(\frac{P_aP_c'}{r}-\frac{\rho}{r^2}\right)v_k\,dr. \]

Define

\[ N^k = \frac{\alpha^2}{4}\iint_{r_1>r_2}\rho(r_1)\frac{r_2^k}{r_1^{k+3}}\rho(r_2), \qquad U^k = \frac{\alpha^2}{4}\int\frac{W}{r}\,v_k\,dr, \qquad W = P_aP_c'-P_cP_a'. \]

For \(r_1>r_2\), \(g_k/r_1^2 = r_2^k/r_1^{k+3}\) and \(\partial_{r_1}g_k/r_1\) is \(-(k+1)\) times it. For \(r_1<r_2\), \(g_k/r_1^2 = r_1^{k-2}/r_2^{k+1}\) and \(\partial_{r_1}g_k/r_1\) is \(k\) times it; relabelling the variables makes this the kernel of \(N^{k-2}\). Therefore

\[ \frac{\alpha^2}4A_k = -(k+1)N^k+kN^{k-2}, \qquad \frac{\alpha^2}4\int\rho\frac{v_k}{r^2}dr = N^k+N^{k-2}. \]

In \(B_k\) write \(P_aP_c' = \tfrac12\rho'+\tfrac12W\) and integrate \(\tfrac12\rho'v_k/r\) by parts. The boundary term \(\rho v_k/r\) vanishes at both ends, leaving \(-\tfrac12\int\rho(v_k'/r-v_k/r^2)\). Adding the term \(-\rho v_k/r^2\),

\[ \frac{\alpha^2}4B_k = \tfrac12U^k-\tfrac12\big[-(k+1)N^k+kN^{k-2}\big]-\tfrac12\big[N^k+N^{k-2}\big] = \tfrac12U^k+\tfrac k2N^k-\tfrac{k+1}2N^{k-2}. \]

Since \(-3\alpha^2\cdot\tfrac12 = -6\cdot\alpha^2/4\),

\[ \zeta_{\rm ex}(c) = -\frac{6(2l'+1)}{\Lambda_l}\sum_kw_k\Big\{-\big[(k+1)a_k+\tfrac k2b_k\big]N^k+\big[ka_k+\tfrac{k+1}2b_k\big]N^{k-2}-\tfrac12b_kU^k\Big\}, \]

with \(k = |l-l'|, |l-l'|+2,\dots,l+l'\). The value \(k=0\) occurs only for \(l'=l\), where \(b_0=0\) and the coefficient of \(N^{-2}\) is zero.

An s core shows how the sign arises. For \(l'=0\) only \(k=l\) occurs, with \(w=1/(2l+1)\), \(a=0\), \(b=2\Lambda_l\), so \(\zeta_{\rm ex} = \frac6{2l+1}[lN^l-(l+1)N^{l-2}+U^l]\). If both functions are nodeless, \(\rho\ge0\), and \(N^l\le N^{l-2}\) because the kernels differ by \((r_2/r_1)^2\le1\). Further \(W = P_a^2(P_c/P_a)'\) is negative if \(P_c/P_a\) decreases outward, as for a core orbital inside the open shell. Under these conditions exchange lowers \(\zeta\). Outside them this argument does not decide the sign; the 5s shell of part (h), which has nodes, gives a positive term.

The program tests the direct and exchange formulas separately for 20 pairs of model s, p, d, f shells, four of the five radial functions having a node, with the spin sums of part (a) done by brute force. The largest deviation of the exchange operator, relative to its largest matrix element, is \(3.7\times10^{-8}\).

The nuclear term and the direct and exchange terms of the closed shells have now been reduced to radial integrals that contribute to \(\zeta\). The magnetic interactions within the open shell, including spin-spin, remain to be treated.
